# The positronium negative ion and its continuous path to H⁻: verification in Python

```python
"""
Result under test: two electrons (mass m, charge -e) and a third particle
(mass M, charge +e) have a lowest singlet S energy E(lam), lam = m/M, which
is -0.262005 hartree at lam = 1 (Ps-) and joins H- (lam = 0) continuously.
Rydberg units: hbar = 1, 2m = 1, e^2 = 2; lengths in bohr.
H(lam) = p1^2 + p2^2 + lam*(p1+p2)^2 - 2/r1 - 2/r2 + 2/r12
K = p1^2 + p2^2,  W = (p1+p2)^2,  V = Coulomb energy,  S = overlap.
Scaled form: E(lam) = eps(kappa)/(1+lam), kappa = lam/(1+lam),
eps = lowest eigenvalue of (1-kappa)*K + kappa*W + V.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import minimize
from scipy.special import eval_laguerre
from scipy.stats import qmc


def cosines(r1, r2, r12):
    """Cosines of the triangle angles at electron 1, electron 2, nucleus."""
    at1 = (r1**2 + r12**2 - r2**2) / (2 * r1 * r12)
    at2 = (r2**2 + r12**2 - r1**2) / (2 * r2 * r12)
    at_nucleus = (r1**2 + r2**2 - r12**2) / (2 * r1 * r2)
    return at1, at2, at_nucleus


def flux_K(d1, d2, d3, c1, c2):
    """Metric of |grad1 psi|^2 + |grad2 psi|^2 applied to derivatives."""
    return d1 + c1 * d3, d2 + c2 * d3, c1 * d1 + c2 * d2 + 2 * d3


def flux_W(d1, d2, c12):
    """Metric of |grad1 psi + grad2 psi|^2 applied to derivatives."""
    return d1 + c12 * d2, d2 + c12 * d1


def build(omega, alpha, gamma):
    """Matrices in the symmetric Laguerre basis of total degree <= omega."""
    t, weight = np.polynomial.laguerre.laggauss(omega + 3)
    lag = np.array([eval_laguerre(k, t) for k in range(omega + 1)])
    slope = np.array([-lag[:k].sum(axis=0) for k in range(omega + 1)])
    f = lag * np.sqrt(weight)
    g = (slope - lag / 2) * np.sqrt(weight)
    triples = np.array([(l, m, n) for l in range(omega + 1)
                        for m in range(l, omega + 1 - l)
                        for n in range(omega + 1 - l - m)])
    l, m, n = triples.T

    def product(a, b, c):
        return np.einsum('ax,ay,az->axyz', a, b, c).reshape(len(l), -1)

    value = product(f[l], f[m], f[n]) + product(f[m], f[l], f[n])
    dx = alpha * (product(g[l], f[m], f[n]) + product(g[m], f[l], f[n]))
    dy = alpha * (product(f[l], g[m], f[n]) + product(f[m], g[l], f[n]))
    dz = gamma * (product(f[l], f[m], g[n]) + product(f[m], f[l], g[n]))
    x, y, z = [q.ravel() for q in np.meshgrid(
        t / alpha, t / alpha, t / gamma, indexing='ij')]
    r1, r2, r12 = (y + z) / 2, (x + z) / 2, (x + y) / 2
    volume = r1 * r2 * r12
    c1, c2, c12 = cosines(r1, r2, r12)
    d1, d2, d3 = -dx + dy + dz, dx - dy + dz, dx + dy - dz
    S = (value * volume) @ value.T
    V = (value * volume * (-2 / r1 - 2 / r2 + 2 / r12)) @ value.T
    K = sum((q * volume) @ d.T for q, d in
            zip(flux_K(d1, d2, d3, c1, c2), (d1, d2, d3)))
    W = sum((q * volume) @ d.T for q, d in
            zip(flux_W(d1, d2, c12), (d1, d2)))
    S, K, W, V = [(q + q.T) / 2 for q in (S, K, W, V)]
    return S, K, W, V, triples.sum(axis=1)


def lowest(H, S):
    energy, vector = eigh(H, S, subset_by_index=[0, 0])
    return energy[0], vector[:, 0]


def gaussian_energy(lam, count=700):
    """Independent energy: Gaussians in Jacobi vectors a = r1 - r2 and
    b = nucleus minus electron midpoint, where H has no cross term."""
    points = qmc.Halton(3, scramble=False).random(count + 1)[1:]
    low, high = np.array([0.1, 0.1, 0.3]), np.array([15., 15., 30.])
    widths = (1 + lam) * low * (high / low)**points
    pair = np.array([[0.5, -1.0], [-0.5, -1.0], [1.0, 0.0]])
    inverse_mass = np.array([2.0, 0.5 + lam])

    def forms(exponents):
        return np.einsum('np,pi,pj->nij', exponents, pair, pair)

    exponents = widths**-2
    bra = forms(exponents)
    S = np.zeros((count, count))
    H = np.zeros((count, count))
    for ket in (bra, forms(exponents[:, [1, 0, 2]])):
        total = bra[:, None] + ket[None]
        inverse = np.linalg.inv(total)
        overlap = np.linalg.det(total)**-1.5
        left = bra * inverse_mass[None, None, :]
        middle = np.einsum('aik,bkj->abij', left, ket)
        local = 6 * np.einsum('abij,abji->ab', middle, inverse)
        for w, charge in zip(pair, (-2, -2, 2)):
            spread = np.einsum('i,abij,j->ab', w, inverse, w)
            local += charge * 2 / np.sqrt(np.pi * spread)
        S += overlap
        H += overlap * local
    norm = 1 / np.sqrt(np.diag(S))
    S = (S + S.T) / 2 * np.outer(norm, norm)
    H = (H + H.T) / 2 * np.outer(norm, norm)
    size, vectors = np.linalg.eigh(S)
    keep = size > 1e-9
    ortho = vectors[:, keep] / np.sqrt(size[keep])
    return np.linalg.eigvalsh(ortho.T @ H @ ortho)[0]


# Centre-of-mass separation, one Cartesian component, symbolic derivatives.
x1, x2, xn, a, b, ratio = sp.symbols('x1 x2 xn a b ratio', real=True)
sample = sp.exp(a - 2 * b) * sp.sin(a * b) + a**3 * b**2
placed = sample.subs({a: x1 - xn, b: x2 - xn}, simultaneous=True)
three_body = -(sp.diff(placed, x1, 2) + sp.diff(placed, x2, 2)
               + ratio * sp.diff(placed, xn, 2))
relative = (-(1 + ratio) * (sp.diff(sample, a, 2) + sp.diff(sample, b, 2))
            - 2 * ratio * sp.diff(sample, a, b))
relative = relative.subs({a: x1 - xn, b: x2 - xn}, simultaneous=True)
place = {x1: 0.7, x2: -0.4, xn: 0.2, ratio: 0.6}
assert abs(float((three_body - relative).subs(place).evalf())) < 1e-10


# Gradient forms against finite differences in six Cartesian coordinates.
def trial(r1, r2, r12):
    return np.exp(-0.8 * r1 - 0.3 * r2 - 0.1 * r12) * (1 + 0.5 * r12)


def distances(q):
    return np.array([np.linalg.norm(q[:3]), np.linalg.norm(q[3:]),
                     np.linalg.norm(q[:3] - q[3:])])


def difference_gradient(function, q, step=1e-5):
    shifts = step * np.eye(len(q))
    return np.array([(function(q + s) - function(q - s)) / (2 * step)
                     for s in shifts])


position = np.array([0.5, -0.8, 0.3, 1.1, 0.4, -0.6])
cartesian = difference_gradient(lambda q: trial(*distances(q)), position)
radii = distances(position)
inner = difference_gradient(lambda r: trial(*r), radii)
k1, k2, k12 = cosines(*radii)
form_K = np.dot(flux_K(*inner, k1, k2), inner)
form_W = np.dot(flux_W(inner[0], inner[1], k12), inner[:2])
assert abs(form_K - cartesian @ cartesian) < 1e-8
assert abs(form_W - np.sum((cartesian[:3] + cartesian[3:])**2)) < 1e-8

# Product function exp(-zeta*(r1+r2)): energy known by hand.
zeta = 11 / 16
S, K, W, V, _ = build(0, zeta, 2 * zeta)
product_energy = ((K + V) / S)[0, 0]
product_p1p2 = ((W - K) / (2 * S))[0, 0]
assert abs(product_energy + 2 * zeta**2) < 1e-11
assert abs(product_p1p2) < 1e-11


# Exponents tuned in a small basis, halfway along the scaled path.
def small_basis_energy(log_exponents):
    S, K, W, V, _ = build(6, *np.exp(log_exponents))
    return lowest(0.75 * K + 0.25 * W + V, S)[0]


tuned = minimize(small_basis_energy, np.log([0.7, 1.4]),
                 method='Nelder-Mead',
                 options={'maxiter': 50, 'xatol': 1e-3, 'fatol': 1e-9})
alpha, gamma = np.exp(tuned.x)
OMEGA = 15
S, K, W, V, degree = build(OMEGA, alpha, gamma)


def state(lam):
    """Energy, <(p1+p2)^2>, <p1.p2> and virial ratio -<V>/<T>."""
    kappa = lam / (1 + lam)
    kinetic = (1 - kappa) * K + kappa * W
    eps, c = lowest(kinetic + V, S)
    scale = 1 + lam
    w_mean, k_mean = c @ W @ c, c @ K @ c
    return (eps / scale, w_mean / scale**2,
            (w_mean - k_mean) / (2 * scale**2),
            -(c @ V @ c) / (c @ kinetic @ c))


electron_proton = constants.physical_constants[
    'electron-proton mass ratio'][0]
electron_muon = constants.physical_constants['electron-muon mass ratio'][0]
path = [('H- fixed nucleus', 0.0), ('H- with proton', electron_proton),
        ('muonium ion', electron_muon), ('model', 0.05), ('model', 0.1),
        ('model', 0.25), ('model', 0.5), ('model', 0.75), ('Ps-', 1.0)]
results = [state(lam) for _, lam in path]
E_H, W_H, p12_H, _ = results[0]
E_Ps, W_Ps, p12_Ps, virial_Ps = results[-1]

convergence = []
for top in (3, 6, 9, 12, 15):
    pick = np.ix_(degree <= top, degree <= top)
    energy = lowest(((K + W) / 2 + V)[pick], S[pick])[0] / 2
    convergence.append((top, int(np.sum(degree <= top)), energy))
assert abs(convergence[-2][2] - convergence[-1][2]) < 5e-7
assert abs(E_Ps / 2 + 0.262005) < 5e-7
assert all(abs(r[3] - 2) < 1e-5 for r in results)

# Scaling law against an unscaled calculation with other exponents.
S2, K2, W2, V2, _ = build(12, 0.6 * alpha, 0.55 * gamma)
E_direct = lowest(K2 + W2 + V2, S2)[0]
assert abs(E_direct - E_Ps) < 1e-6

# Independent coordinates and basis at both ends of the path.
# Unoptimized Gaussians lack cusps, hence the one-sided wider tolerance.
gauss_H, gauss_Ps = gaussian_energy(0.0), gaussian_energy(1.0)
assert -1e-7 < gauss_H - E_H < 3e-4
assert -1e-7 < gauss_Ps - E_Ps < 3e-4

# One H- trial function proves binding for every lam between 0 and 1.
binding_bound = E_H + p12_H
assert binding_bound < -1

# Slope, monotonic rise and concavity along the path.
step = 1e-3
slope_numeric = (state(0.5 + step)[0] - state(0.5 - step)[0]) / (2 * step)
slope_mean = state(0.5)[1]
assert abs(slope_numeric - slope_mean) < 5e-6
for i in range(len(path) - 1):
    gap = path[i + 1][1] - path[i][1]
    rise = results[i + 1][0] - results[i][0]
    assert rise > 0
    assert gap * results[i + 1][1] - 1e-8 < rise
    assert rise < gap * results[i][1] + 1e-8

reduced_only = E_H / 2
first_order = (E_H + p12_H) / 2
assert reduced_only < E_Ps < first_order
rydberg_eV = constants.physical_constants[
    'Rydberg constant times hc in eV'][0]

print(f"product function: zeta = {zeta:.4f} /bohr, "
      f"E = {product_energy:.6f} Ry")
print(f"scaled basis exponents: alpha = {alpha:.4f}, gamma = {gamma:.4f}")
print("Ps- convergence: degree, basis size, E (Ry)")
for top, size, energy in convergence:
    print(f"  {top:2d}  {size:4d}  {energy:.9f}")
print("path: lam, E (Ry), threshold (Ry), binding (Ry), W (bohr^-2)")
for (name, lam), (energy, w_mean, _, _) in zip(path, results):
    threshold = -1 / (1 + lam)
    print(f"  {name:16s} {lam:.8f} {energy:.7f} {threshold:.7f} "
          f"{threshold - energy:.7f} {w_mean:.6f}")
print(f"H- fixed nucleus energy = {E_H / 2:.7f} hartree")
print(f"H- with proton energy   = {results[1][0] / 2:.7f} hartree")
print(f"Ps- energy              = {E_Ps / 2:.7f} hartree")
print(f"H- binding (fixed nucleus) = {(-1 - E_H) * rydberg_eV:.4f} eV")
print(f"Ps- binding                = {(-0.5 - E_Ps) * rydberg_eV:.4f} eV")
print(f"<p1.p2> in H-  = {p12_H:.6f} bohr^-2")
print(f"<p1.p2> in Ps- = {p12_Ps:.6f} bohr^-2")
print(f"scaled binding bound at kappa = 1/2: {binding_bound:.6f} Ry")
print(f"Ps- reduced mass only          = {reduced_only:.6f} Ry")
print(f"Ps- first-order polarisation   = {first_order:.6f} Ry")
print(f"Ps- full minus reduced mass    = {E_Ps - reduced_only:.6f} Ry")
print(f"Ps- full minus first order     = {E_Ps - first_order:.6f} Ry")
print(f"Ps- expectation of 2 p1.p2     = {2 * p12_Ps:.6f} Ry")
print(f"Ps- virial ratio -<V>/<T>      = {virial_Ps:.7f}")
print(f"slope at lam = 0.5: numeric {slope_numeric:.6f} Ry, "
      f"expectation {slope_mean:.6f} Ry")
print(f"Ps- unscaled check = {E_direct:.8f} Ry")
print(f"Gaussian check: H- {gauss_H:.6f} Ry, Ps- {gauss_Ps:.6f} Ry")
print("success")
```

It prints:

```
product function: zeta = 0.6875 /bohr, E = -0.945313 Ry
scaled basis exponents: alpha = 0.6262, gamma = 1.3617
Ps- convergence: degree, basis size, E (Ry)
   3    13  -0.521893238
   6    50  -0.523999685
   9   125  -0.524009558
  12   252  -0.524010058
  15   444  -0.524010120
path: lam, E (Ry), threshold (Ry), binding (Ry), W (bohr^-2)
  H- fixed nucleus 0.00000000 -1.0555020 -1.0000000 0.0555020 1.121261
  H- with proton   0.00054462 -1.0548917 -0.9994557 0.0554360 1.119839
  muonium ion      0.00483633 -1.0501096 -0.9951869 0.0549226 1.108740
  model            0.05000000 -1.0025091 -0.9523810 0.0501281 1.002124
  model            0.10000000 -0.9549674 -0.9090909 0.0458765 0.902371
  model            0.25000000 -0.8373466 -0.8000000 0.0373466 0.682235
  model            0.50000000 -0.6967433 -0.6666667 0.0300766 0.464306
  model            0.75000000 -0.5977480 -0.5714286 0.0263195 0.337924
  Ps-              1.00000000 -0.5240101 -0.5000000 0.0240101 0.257533
H- fixed nucleus energy = -0.5277510 hartree
H- with proton energy   = -0.5274459 hartree
Ps- energy              = -0.2620051 hartree
H- binding (fixed nucleus) = 0.7551 eV
Ps- binding                = 0.3267 eV
<p1.p2> in H-  = 0.032880 bohr^-2
<p1.p2> in Ps- = -0.004472 bohr^-2
scaled binding bound at kappa = 1/2: -1.022622 Ry
Ps- reduced mass only          = -0.527751 Ry
Ps- first-order polarisation   = -0.511311 Ry
Ps- full minus reduced mass    = 0.003741 Ry
Ps- full minus first order     = -0.012699 Ry
Ps- expectation of 2 p1.p2     = -0.008944 Ry
Ps- virial ratio -<V>/<T>      = 2.0000003
slope at lam = 0.5: numeric 0.464306 Ry, expectation 0.464306 Ry
Ps- unscaled check = -0.52401012 Ry
Gaussian check: H- -1.055479 Ry, Ps- -0.523999 Ry
success
```
